# Doubling the drive frequency of a capacitive discharge at fixed power

**Question**

I have an exercise on capacitively coupled plasmas. It says that the density obeys $n\propto\omega^2V_{\rm rf}$, and that the absorbed power is mostly energy carried by ions, so $P\propto nV_{\rm rf}$. I must show that doubling the frequency at fixed power doubles the density and halves the voltage.

The first relation seems to say that the density goes up four times. Where does the other factor of two go? I also don't see why either relation should hold, or how far I could trust the answer for an etching reactor going from 27.12 to 54.24 MHz.

**Answer**

The factor of four applies at fixed voltage. At fixed power the voltage has to fall. Write the two relations with constants,

$$n=K\omega^2V_{\rm rf},\qquad P=B\,nV_{\rm rf},$$

where $P$ is the absorbed power per electrode area. The second gives $V_{\rm rf}=P/(Bn)$. Put this into the first and multiply by $n$:

$$n^2=\frac{K}{B}\,\omega^2P\quad\Rightarrow\quad n=\omega\sqrt{\frac{KP}{B}},\qquad V_{\rm rf}=\frac{P}{Bn}=\frac1\omega\sqrt{\frac{P}{KB}} .$$

Doubling $\omega$ at fixed $P$ therefore doubles $n$ and halves $V_{\rm rf}$. In the first relation, $\omega^2$ gives a factor 4 and the voltage a factor 1/2.

The rest depends on whether $K$ and $B$ are constant. A model of the sheath answers that.

**The sheath**

Take a symmetric discharge at low pressure. Let $x=0$ be the edge of the ion sheath, with $x$ pointing to the electrode, and let $n$ be the density there. The ions feel only the time-averaged field. The electrons fill the ion profile $n_i(x)$ up to a sharp edge $s(t)$ and are absent beyond it.

Electrons cross $x=0$ with drift $u_0\sin\theta$, where $\theta=\omega t$ and $u_0=a\omega$. Since they fill the fixed profile $n_i$, flux conservation gives

$$n_i(s)\frac{ds}{d\theta}=na\sin\theta,\qquad s(0)=0 .$$

Let $\phi(x)$, between 0 and $\pi$, be the phase at which the edge passes $x$. For $|\theta|<\phi$ the point $x$ lies in bare ion charge, and Gauss's law gives

$$E=\frac{e}{\varepsilon_0}\int_s^x n_i\,dx'=\frac{ena}{\varepsilon_0}(\cos\theta-\cos\phi).$$

At other phases $E=0$. The average over a cycle is

$$\bar E=\frac{ena}{\pi\varepsilon_0}(\sin\phi-\phi\cos\phi).$$

Measure the electron temperature $T$ in volts. Ions of mass $M$ enter at the Bohm speed $u_B=\sqrt{eT/M}$ and fall without collisions. Let $w=u_i/u_B$. Energy conservation reads $w\,dw=\bar E\,dx/T$. Constant ion flux gives $n_i=n/w$, so $dx=aw\sin\phi\,d\phi$. The factor $w$ cancels:

$$\frac{dw}{d\phi}=\frac h\pi(\sin^2\phi-\phi\sin\phi\cos\phi),\qquad h=\frac{ena^2}{\varepsilon_0T}.$$

Integrating from $w(0)=1$,

$$w=1+\frac h\pi G,\qquad G=\frac\phi2+\frac{\phi\cos2\phi}4-\frac{3\sin2\phi}8 .$$

At the electrode $\phi=\pi$ and $w=1+3h/4$. The mean sheath voltage is

$$\bar V=\frac T2(w^2-1)=T\left(\frac{9h^2}{32}+\frac{3h}{4}\right).$$

The sheath width is $s_m=a\int_0^\pi w\sin\phi\,d\phi=a(2+5h/12)$, because $\int_0^\pi G\sin\phi\,d\phi=\pi/2-\pi/12$.

**Mean voltage and applied voltage**

The instantaneous sheath voltage is $V(\theta)=hT\int_\theta^\pi(\cos\theta-\cos\phi)\,w\sin\phi\,d\phi$. Its fundamental amplitude is $V_1=(2/\pi)\int_0^\pi V\cos\theta\,d\theta$. Doing the $\theta$ integral first, from 0 to $\phi$, gives

$$V_1=\frac{2hT}{\pi}\int_0^\pi w\sin\phi\left(\frac\phi2-\frac{\sin2\phi}4\right)d\phi=T(h+ch^2).$$

The 1 in $w$ gives the term $h$. The $G$ part gives $c=(2/\pi^2)I$, with

$$I=\int_0^\pi\!\left[\frac{\phi^2}4+\frac{\phi^2\cos2\phi}8-\frac{5\phi\sin2\phi}{16}-\frac{\phi\sin4\phi}{32}+\frac{3\sin^22\phi}{32}\right]\sin\phi\,d\phi .$$

The five functions $\phi^2$, $\phi^2\cos2\phi$, $\phi\sin2\phi$, $\phi\sin4\phi$ and $\sin^22\phi$, each times $\sin\phi$, integrate to $\pi^2-4$, $-\pi^2/3+52/27$, $-8/9$, $-16/225$ and $16/15$. So $I=5\pi^2/24-256/675$ and $c=0.3398$.

The other sheath works half a cycle later. In the difference of the two voltages the fundamentals add, so the applied voltage has the fundamental amplitude $V_{\rm rf}=2V_1$. For $h\gg1$ both $\bar V$ and $V_1$ grow as $h^2$, and $\bar V\to(9/32c)V_1=0.828\,V_1=0.414\,V_{\rm rf}$.

The ion current density to each electrode is $enu_B$, so the ions take $2enu_B\bar V$ in total. This is the second relation, $P\propto nV_{\rm rf}$.

**Why the density follows $\omega^2V_{\rm rf}$**

An electron of velocity $v$ that meets the edge, moving at $u_s=ds/dt$, leaves with $2u_s-v$. With $m$ the electron mass, it gains

$$\tfrac12m[(2u_s-v)^2-v^2]=-2mu_s(v-u_s).$$

Assume that electrons arrive with a Maxwellian distribution $g$ centred on the drift $u_0\sin\theta$, having lost the memory of earlier reflections. They hit the edge at the rate $n_i(s)(v-u_s)g\,dv$. Using $n_i(s)u_s=nu_0\sin\theta$ and $U=u_s-u_0\sin\theta$, the power per area is

$$-2mnu_0\sin\theta\int_U^\infty(\xi-U)^2g(\xi)\,d\xi,\qquad \xi=v-u_0\sin\theta .$$

For an edge slow compared with thermal electrons, the integral is $\tfrac12\langle\xi^2\rangle-\tfrac12U\bar v+\tfrac12U^2$ up to order $U^3$. Here $\bar v=\sqrt{8eT/\pi m}$, and I used $\int_0^\infty\xi g\,d\xi=\bar v/4$. Both $U$ and $\sin\theta$ are odd in $\theta$, so only the middle term survives the cycle average:

$$S=m\bar vn\,\langle u_0\sin\theta\,(u_s-u_0\sin\theta)\rangle .$$

Since $u_s=u_0w\sin\theta$, the bracket contains $w-1=hG/\pi$. With uniform ions $w=1$ and this heating vanishes: edge and electrons then move together. The fall of ion density in the sheath makes the edge outrun the drift assumed for the arriving electrons.

That assumption is essential. Flux conservation makes the mean electron velocity at the edge equal to $u_s$. If the arriving Maxwellian were centred on $u_s$ instead of $u_0\sin\theta$, the average heating would vanish. The rate used here also does not keep the electron density at the edge exactly equal to $n_i$; imposing this halves $S$ for a slow edge. The model therefore shows how a law $\omega^2\bar V$ can arise, but its prefactor is only a rough estimate.

In $\int_0^\pi G\sin^2\theta\,d\theta$ write $\sin^2\theta=(1-\cos2\theta)/2$. The term $\theta/4$ gives $\pi^2/8$, the term $-\theta\cos^22\theta/8$ gives $-\pi^2/32$, and the others integrate to zero. The sum is $3\pi^2/32$. With $nu_0^2=\omega^2h\varepsilon_0T/e$,

$$S=\frac{3h}{32}m\bar vnu_0^2=\frac{3}{32}\frac{m\bar v\varepsilon_0\omega^2T}{e}h^2\;\xrightarrow{h\gg1}\;\frac{m\bar v\varepsilon_0\omega^2\bar V}{3e}.$$

Let electrons spend an energy $eE_L$ per ion lost, on inelastic collisions and on what they carry out. Then $S=enu_BE_L$ for each half of the discharge, and

$$n=\frac{m\bar v\varepsilon_0}{3e^2u_BE_L}\,\omega^2\bar V .$$

This is the first relation, within this heating model and for fixed gas, gap, $T$ and $E_L$.

**From 27.12 to 54.24 MHz**

Take rough values for a low-pressure parallel-plate etching reactor: 0.15 W/cm² absorbed, 5 mTorr, gap $l=5$ cm, electrode radius 10 cm, $T=3$ V, $E_L=50$ V and ions of 40 u. Then $u_B=2690$ m/s and $\bar v=1.159\times10^6$ m/s.

In the ideal law, $P=2enu_B\bar V$ with the density above gives

$$\bar V=\sqrt{\frac{3eE_LP}{2m\bar v\varepsilon_0\omega^2}}=258\ {\rm V}\quad\text{at 27.12 MHz}.$$

This means $V_{\rm rf}=623$ V and $n=6.8\times10^9$ cm⁻³. At 54.24 MHz they become 311 V and $1.35\times10^{10}$ cm⁻³.

The fuller balance keeps the electrons' share, $P=2enu_B(\bar V+E_L)$, and finite $h$. Its numerical solution is:

| | 27.12 MHz | 54.24 MHz | ratio |
|---|---|---|---|
| $n$ (10⁹ cm⁻³) | 5.72 | 10.17 | 1.78 |
| $V_{\rm rf}$ (V) | 624 | 299 | 0.48 |
| $\bar V$ (V) | 254 | 121 | 0.48 |

As a check at the lower frequency, $enu_B=2.46\times10^{-4}$ A/cm², and twice this times $(254+50)$ V is 0.15 W/cm².

So the voltage falls to slightly less than half, but the density rises by 78%, not 100%. One cause is $E_L$. If $r$ is the ratio of the mean voltages, $n\propto\omega^2\bar V$ and fixed power give

$$4r(r\bar V+E_L)=\bar V+E_L .$$

At $r=1/2$ the left side is $\bar V+2E_L$, which is too large, so $r<1/2$ and the density ratio $4r<2$. For $\bar V=254$ V the root is $r=0.457$ and $4r=1.83$. The ions' share of the power falls from 84% to 71%.

The other cause is finite $h$. At given $\bar V$ the heating is below its limiting form by the factor $1/[1+8/(3h)]$. This is 0.858 at the first point ($h=16.1$) and 0.801 at the second ($h=10.7$). With the ratio 0.476 of the mean voltages in the full solution, the density ratio is $4\times0.476\times0.801/0.858\approx1.78$.

Both corrections fade at high voltage. In a formal test with the power raised a million times, far outside any reactor and with the slow-edge heating formula kept, the full balance gives ratios 1.998 and 0.501.

**When the density law itself changes**

Collisions in the bulk also heat electrons. With collision rate $\nu$ and a uniform bulk this adds $\tfrac12m\nu l\,nu_0^2$ over the whole gap, half of it to each $S$. Since $nu_0^2\propto\omega^2h$ and $h\propto V_{\rm rf}^{1/2}$, ohmic heating alone gives $n\propto\omega^2V_{\rm rf}^{1/2}$. With $nV_{\rm rf}$ fixed,

$$V_{\rm rf}^{3/2}\propto\omega^{-2}\quad\Rightarrow\quad V_{\rm rf}\propto\omega^{-4/3},\qquad n\propto\omega^{4/3}.$$

In this high-voltage limit, with $h\gg1$ and $E_L\ll\bar V$, doubling the frequency would multiply the density by 2.52. But this uses the collisionless sheath, and ohmic heating dominates only at tens of mTorr and above, where the ion mean free path $\lambda$ is shorter than the sheath. There the ions drift with $u_i\propto\sqrt{\lambda\bar E}$ and $\bar E\propto na$, so the width scales as $a(na)^{1/2}$ and $\bar V\propto n^{3/2}a^{5/2}$. In the ohmic electron balance $n$ cancels and $u_0$ is fixed, so $a\propto1/\omega$ and $n\propto\omega^{5/3}V_{\rm rf}^{2/3}$. Fixed $nV_{\rm rf}$ then gives $n\propto\omega$ and $V_{\rm rf}\propto1/\omega$ once more. The premise $n\propto\omega^2V_{\rm rf}$ thus belongs to low pressure, where edge heating dominates, while the doubling result reappears in the collisional, ohmic high-voltage limit for a different reason.

**Beside a real reactor**

The model gives sheath-edge densities near $10^{10}$ cm⁻³ and a few hundred volts. I have not compared these values with measurements. With an estimated $\nu=1.6\times10^7$ s⁻¹, ohmic heating is at most 12% and 17% of the edge heating computed above at the two frequencies (the shares are larger if the edge heating is weaker), if the plasma density in the bulk is nowhere below that at the sheath edge. Including these upper estimates moves the density ratio from 1.78 to 1.81. The finite edge speed raises the heating by 8% and 5%; since $n\propto\sqrt K$ in the ideal law, that lowers the ratio by about 1%.

The size of the edge heating is uncertain, as noted above. In the ideal law, half the heating would lower both densities by a factor $\sqrt2$, raise both voltages by $\sqrt2$ and leave the ratios unchanged. In the full balance it would move the density ratio from 1.78 to 1.83.

Another weak assumption is free ion fall. With a cross section of $10^{-14}$ cm², suited to slow ions, the mean free path is about 6 mm, against sheath widths of 5.9 and 2.7 mm, so up to about 60% and 35% of the ions collide on the way. The cross section is smaller for fast ions, and the fractions for argon are probably about half of these. At given $n$ and $\bar V$ the field does the same work on the ion current, but part of it heats gas and the ion profile changes. I have not computed what that does to the ratio. The value of $E_L$ matters more than the corrections above. The inputs describe argon, and 50 V is low even there; molecular etch gases lose more energy per ion. The full balance gives density ratios of 1.74, 1.68 and 1.59 for $E_L=80$, 150 and 300 V. Negative ions, unequal electrodes, and any change of $T$ or $E_L$ with frequency, also lie outside this model.

The model also leaves out the voltage across the bulk, at most 4.6% of $V_{\rm rf}$, and the standing wave along the electrode. The wave speed is estimated as $c_0\sqrt{2\bar s/l}$, with $c_0$ the speed of light and $\bar s$ the mean width of one sheath, because the electric field fills the sheaths and the magnetic field the whole gap. From centre to rim the voltage then varies by about 0.5% at 27.12 MHz and 4.6% at 54.24 MHz. These are upper estimates: the width $a(1+ch)$ that links $V_{\rm rf}$ to the oscillating charge is about 11% larger than $\bar s$ and gives 4.1%, and partial screening of the magnetic field by a denser bulk lowers it to 3 to 4%. While it is small, this variation grows as the square of the electrode radius, so it matters more on larger electrodes.

## Values computed for the example and the checks

```
Power per area: 0.15 W/cm2
Pressure: 5 mTorr; gas: 300 K
Gap: 5 cm; electrode radius: 10 cm
T: 3.0 V; E_L: 50 V
Ion mass: 40 u
Electron collision coefficient: 1.0e-07 cm3/s
Ion collision cross section: 1.0e-14 cm2
Bohm speed: 2690 m/s
Mean electron speed: 1.159e+06 m/s
Electron collision rate: 1.61e+07 1/s
Coefficient of h^2 in V1/T: 0.3398
Limit Vbar/V1 (h = 3000): 0.828
Limit heating factor (h = 3000): 0.3330
Very high power, density ratio: 1.998
Very high power, voltage ratio: 0.501
Ohmic heating only, density ratio: 2.519
27.12 MHz ideal n: 6.753e+09 cm-3
27.12 MHz ideal Vbar, V_rf: 257.7, 622.7 V
27.12 MHz full n: 5.718e+09 cm-3
27.12 MHz full Vbar, V_rf: 254.3, 623.7 V
27.12 MHz h: 16.08
27.12 MHz ion share of power: 83.6 %
27.12 MHz sheath width: 5.94 mm
27.12 MHz ohmic/edge heating, at most: 11.5 %
27.12 MHz finite edge speed, heating: +8.0 %
27.12 MHz omega/ion plasma frequency: 10.79
27.12 MHz bulk voltage/V_rf: 0.9 %
27.12 MHz standing-wave voltage variation: 0.5 %
54.24 MHz ideal n: 1.351e+10 cm-3
54.24 MHz ideal Vbar, V_rf: 128.8, 311.3 V
54.24 MHz full n: 1.017e+10 cm-3
54.24 MHz full Vbar, V_rf: 121.1, 298.7 V
54.24 MHz h: 10.72
54.24 MHz ion share of power: 70.8 %
54.24 MHz sheath width: 2.70 mm
54.24 MHz ohmic/edge heating, at most: 17.3 %
54.24 MHz finite edge speed, heating: +5.4 %
54.24 MHz omega/ion plasma frequency: 16.18
54.24 MHz bulk voltage/V_rf: 4.6 %
54.24 MHz standing-wave voltage variation: 4.6 %
Ion mean free path: 6.21 mm
Ratios with E_L only: n 1.830, Vbar 0.457
Full density ratio: 1.778
Full V_rf ratio: 0.479
Full Vbar ratio: 0.476
Density ratio with ohmic heating: 1.806
V_rf ratio with ohmic heating: 0.463
```
